Thermal Instability of a Lamp-Heated Wafer at Fixed Irradiance, part 2

A thin wafer at temperature T is heated by a lamp of fixed irradiance I (power per unit area at one face). The question is when a steady state is unstable. For cold surroundings, whose returned radiation is neglected, and no gas cooling,

C(T) dT/dt = A(T) I − 2ε(T)σT⁴,

where C is the heat capacity per unit area, A the lamp absorptivity, ε the total emissivity and σ the Stefan–Boltzmann constant. With a = d ln A/d ln T and e = d ln ε/d ln T, the steady irradiance I_s and the growth rate s of a small uniform displacement δ from the steady temperature T₀ obey

I_s = 2εσT⁴/A,
s = (2εσT³/C)(a − 4 − e),
d ln I_s/d ln T = 4 + e − a.

The state is unstable if a exceeds the threshold 4 + e, so that I_s falls with T. Gas cooling, with heat-transfer coefficient h for each face, can lower the threshold.

The example is a silicon wafer in vacuum: radius 150 mm, thickness d = 775 µm, donor density N = 1.0 × 10¹⁶ cm⁻³. A film makes it opaque beyond 8 µm, where ε_λ = 1 − R = 0.70, R being the surface reflectance; at shorter wavelengths λ only free carriers absorb. The 2800 K blackbody lamp is filtered to 1.5–3.5 µm, and I counts the power in that band. At optical depth τ = κd,

A_λ = (1 − R)(1 − e^(−τ))/(1 − Re^(−τ)),
κ = S λ²(T/300 K)(n + p),
n + p = √(N² + 4n_i²),
n_i = B T^(3/2) exp(−E/kT),

with S = 2.0 × 10⁻¹⁸ cm²/µm², λ in µm, B = 4.0 × 10¹⁶ cm⁻³ K^(−3/2) and E = 0.60 eV. Here n, p and n_i are the electron, hole and intrinsic densities and k is Boltzmann's constant. The slope G = d ln κ/d ln T is

G = 1 + [4n_i²/(N² + 4n_i²)](3/2 + E/kT).

For a bare, optically thin slab, 4 + e − a is 2.

At 650 K, n_i = 1.477 × 10¹⁶ cm⁻³ and E/kT = 10.71. The fraction 4n_i²/(N² + 4n_i²) is 0.897, so

G = 1 + 0.897(1.5 + 10.71) ≈ 12.0.

Averaging over the lamp band gives a = 11.28, slightly below G because the optical depth is finite. The absorptivity is A = 0.0493. The total emissivity is ε = 0.382 with slope e = 2.28, so the threshold is 4 + e = 6.28. The absorptivity slope exceeds it by 5.00, and this steady state is unstable.

The power emitted by both faces is

2εσT⁴ = 2(0.3817)(5.670 × 10⁻¹² W/(cm² K⁴))(650 K)⁴
= 0.773 W/cm².

Dividing by A gives a steady irradiance of 15.7 W/cm². The heat capacity is modelled as C = d(1.5 + 6 × 10⁻⁴ T), with d in cm, T in K and the bracket in J/(cm³ K). This gives 0.1465 J/(cm² K) at 650 K. Hence

s = [0.773/(0.1465 × 650)] × 5.00 s⁻¹
= 0.0406 s⁻¹.

A small displacement grows by a factor of e, here the base of natural logarithms, in about 25 s.

The growth rate was tested by integrating the full nonlinear balance from a displacement of 0.001 K at three steady states, each with its own fixed irradiance. The measured rates were −0.00680 s⁻¹ at 450 K, 0.04057 s⁻¹ at 650 K and −0.25234 s⁻¹ at 1100 K. They agree with the formula to all the digits given here. The middle state is unstable and the outer two are stable.

The steady-state curve has its maximum at 561 K, where I_s = 25.8 W/cm², and its minimum at 839 K, where I_s = 7.8 W/cm². Between these temperatures the curve falls. If the irradiance is raised slowly past 25.8 W/cm², the cold state disappears and the wafer moves to a hot state near 1229 K. On the way down, the hot state disappears below 7.8 W/cm². The cold state reached then depends on the wall radiation, which is no longer small. With 300 K walls included, the steady temperature at that irradiance is 390 K.

Two runs starting from 300 K show the consequence of crossing the maximum. They use the cold-surroundings balance and differ in irradiance alone. At 0.95 of the maximum, the wafer ends at 529 K. At 1.05 of the maximum, it ends at 1244 K. A ten-point change in relative lamp power thus separates end states by about 715 K. The percentages refer to the cold-surroundings maximum. With 300 K walls the maximum is lower, and the smaller of the two irradiances, 24.5 W/cm², already leaves only a hot state, at 1214 K. In the second run the wafer takes 673 s to reach 600 K but then 49 s to go from 600 K to 1000 K. The long first stage includes the slow passage near the maximum, where I − I_s is small. The heating rate later reaches 74 K/s.

The wafer was assumed uniform, but a disturbance can also vary across its face. Let k_th(T) be the thermal conductivity, and neglect heat loss through the rim. The balance becomes

C ∂T/∂t = ∇·(k_th d ∇T) + AI − 2εσT⁴,

where the gradient acts in the plane of the wafer. Put T = T₀ + δ(r,φ,t), with r and φ the polar coordinates. Because T₀ is uniform, the variation of k_th multiplies ∇δ and contributes at second order. To first order,

∂δ/∂t = sδ + D∇²δ,  D = k_th d/C.

An insulated rim requires ∂δ/∂r = 0 at the wafer radius R_w. The modes are J_m(qr)cos(mφ) and J_m(qr)sin(mφ), where J_m is a Bessel function, m is a non-negative integer and J_m′(qR_w) = 0. Each satisfies ∇²δ = −q²δ, so its growth rate is

s_q = s − Dq².

The uniform mode has q = 0 and grows fastest. Conduction opposes every nonuniform mode but need not stabilize it. The smallest nonzero q belongs to m = 1 and equals 1.8412/R_w. This mode makes one side of the wafer hotter and the opposite side colder.

At 650 K, taking k_th = 0.60 W/(cm K), the diffusivity is D = 0.317 cm²/s. For R_w = 15 cm,

Dq² = 0.317(1.8412/15)² s⁻¹ = 0.0048 s⁻¹,
s_q = 0.0406 − 0.0048 = 0.0358 s⁻¹.

The side-to-side disturbance grows almost as fast as the uniform one. Setting s_q = 0 gives the radius above which it grows:

R_c = 1.8412√(D/s) = 1.8412√(0.317/0.04057) cm ≈ 5.15 cm.

This has a consequence for temperature control. Suppose that the lamp responds to the area-averaged displacement δ̄ by changing the irradiance uniformly to I − gδ̄, with gain g > 0. The linear equation gains the term −(Ag/C)δ̄. For the uniform mode, δ̄ = δ, and its rate becomes s − Ag/C. It is stable if Ag/C > s. For every nonuniform mode, integrate ∇²δ = −q²δ over the disc. The divergence theorem turns the left side into the outward gradient integrated along the rim, which is zero. Since q² is not zero, the mean of δ must vanish. The controller then receives no signal from the mode and leaves its rate unchanged.

A finite-volume matrix with 20 rings and 32 sectors tested this result. Without feedback, its first lateral rate was 0.0358 s⁻¹. With Ag/C = 2s, the uniform rate becomes −s, but the largest remaining rate was still 0.0358 s⁻¹. Holding the mean temperature at 650 K would therefore not hold this model wafer uniform. Stabilizing the lateral mode requires a response that varies across the wafer, or a radius below R_c with the other parameters fixed.

In vacuum the filter is essential to the example. Suppose that a fraction f of the total irradiance has photon energies above the silicon gap and is absorbed with the constant absorptivity A₀ = 0.70, while the rest has the filtered spectrum. The combined absorptivity and its slope are

A_f = fA₀ + (1 − f)A,
a_f = (1 − f)Aa/[fA₀ + (1 − f)A].

For positive a, the slope a_f decreases as f increases: the constant contribution dilutes the temperature-dependent one. With the film and the wafer unchanged, and with the extra carriers created by above-gap light neglected, the falling part of the steady-state curve disappears at f = 0.124. At 650 K this share gives a_f ≈ 3.75, already well below 6.28, so the last unstable state to vanish lies at another temperature, near 775 K.

For the unfiltered lamp, the spectrum was taken from 0.3 to 3.5 µm and the wafer treated as opaque below 1.2 µm. That part carries a share 0.388 of the power. The smallest value of d ln I_s/d ln T found between 350 and about 1400 K was 2.2. It is positive, so in vacuum with cold surroundings the model wafer is stable under this lamp throughout that range. The value depends on the assumed edge: it is 1.7 for an edge at 1.1 µm and 2.4 for an edge that follows a temperature-dependent gap.

The film, by contrast, is not essential. Without it, but with the filtered lamp and the same wafer, the smallest value of d ln I_s/d ln T found between 350 and about 1500 K was −3.0. An unstable interval remains. Since the optically thin limit would give +2, the instability here must come from finite optical depth: free carriers absorb more strongly at the longer thermal wavelengths, so emission can saturate before lamp absorption does. As a formal check of this limit, the same slab formula was evaluated for a bare layer 1 nm thick at 650 K, although phases would not average out in so thin a real layer. The calculated value was 1.99. A value slightly below 2 is expected, since τ grows as λ² and even this layer is not thin at arbitrarily long wavelengths.

Several neglected effects change the maximum of the steady-state curve. Radiation from 300 K walls moves it from 25.8 to 22.2 W/cm² and from 561 to 567 K. Adding gas cooling with h = 10 W/(m² K) on each face, with the walls retained, moves it to 56.0 W/cm² at 556 K. The required irradiance is then 2.5 times the value with walls alone, which is why the example specifies vacuum. Doubling the free-carrier coefficient, with cold surroundings and no gas, lowers the maximum to 14.7 W/cm² at 567 K. In all three cases the turning temperature stays within about 6 K of the original 561 K, whereas the irradiance ranges from 14.7 to 56.0 W/cm². The irradiance values should therefore be read as estimates for the stated parameters. Other changes move the turning temperature further: with separate coefficients of 1.0 × 10⁻¹⁸ cm²/µm² for electrons and 2.7 × 10⁻¹⁸ cm²/µm² for holes, the maximum lies at 46 W/cm² and 544 K. The turning temperature is also specific to this wafer, because the donor density sets where intrinsic carriers begin to matter. More donors shrink the falling part of the curve. With cold surroundings and no gas it disappears in this model at N ≈ 1.7 × 10¹⁷ cm⁻³, the last unstable state lying near 795 K. The wafer need not be opaque for this: at that doping A is about 0.3 of its opaque value at 600 K and about half of it at 795 K.

The model also leaves out absorption across the gap within the lamp band. A rough temperature-dependent gap places the absorption edge at 1.31 µm at 839 K, outside the 1.5–3.5 µm band. In the hot state at 1229 K the edge has moved to 1.58 µm, inside the band. The lamp absorptivity there is already 0.700, the opaque limit set by reflection, so the added absorption has little left to change. The edge was treated as sharp; weaker absorption just beyond it was not evaluated.

In the hot state at 1229 K, the temperature difference through the wafer can be bounded by letting all the absorbed lamp power cross the full thickness. With a rough hot conductivity of 0.25 W/(cm K),

ΔT ≤ 0.700 × 25.84 × 0.0775/0.25 K = 5.6 K.

This is small compared with the jump between branches. The use of normal-incidence optical properties for emission in all directions was not sized.

Two features of the example are idealizations: the complete removal of above-gap light, and a film that makes the wafer completely opaque beyond 8 µm. The first matters most for the conclusion. The unfiltered model lamp carries about three times the above-gap share that removes the instability, so in vacuum the criterion gives no reason to expect this runaway under such a lamp for the wafer treated here. That conclusion does not carry over to strong gas cooling, which lowers the threshold. With 300 K walls, the above-gap share that removes the instability rises to 0.21 at h = 10 W/(m² K) and to 0.47 at h = 100 W/(m² K). The unfiltered model lamp itself gives a falling steady-state curve near 800 K, at about 18 W/cm², once h exceeds about 56 W/(m² K). In this model, in vacuum, the instability appears when the filtered source, with photon energies below the gap, heats the wafer through the temperatures at which intrinsic carriers take over. The values behind these comparisons are collected in the numerical output.

Computed results

```
Wafer thickness: 775 um
Wafer radius: 150 mm
Donor density: 1.0e+16 cm^-3
Free-carrier coefficient at 300 K: 2.0e-18 cm2/um2
Surface reflectance: 0.30
Intrinsic density prefactor: 4.0e+16 cm^-3 K^-1.5
Intrinsic density activation energy: 0.60 eV
Film opaque beyond: 8.0 um
Lamp temperature: 2800 K
Lamp band: 1.5 to 3.5 um
Intrinsic density at 650 K: 1.477e+16 cm^-3
Lamp absorptivity at 650 K: 0.0493
Total emissivity at 650 K: 0.3817
Steady irradiance at 650 K: 15.68 W/cm2
Heat capacity per area at 650 K: 0.1465 J/(cm2 K)
Absorptivity slope a at 650 K: 11.279
Emissivity slope e at 650 K: 2.281
Threshold 4 + e at 650 K: 6.281
Rate at 450 K, formula / simulated: -0.00680 / -0.00680 1/s
Rate at 650 K, formula / simulated: 0.04057 / 0.04057 1/s
Rate at 1100 K, formula / simulated: -0.25234 / -0.25234 1/s
Lower turning temperature: 560.8 K
Irradiance at lower turning temperature: 25.84 W/cm2
Upper turning temperature: 839.0 K
Irradiance at upper turning temperature: 7.82 W/cm2
Hot state after upward jump: 1228.6 K
Cold state after downward jump, 300 K walls: 389.9 K
End state from 300 K at 0.95 of turning irradiance: 528.7 K
End state from 300 K at 1.05 of turning irradiance: 1243.7 K
Time from 300 K to 600 K at 1.05: 672.9 s
Time from 600 K to 1000 K at 1.05: 48.5 s
Fastest heating in that runaway: 74.0 K/s
Thermal conductivity used at 650 K: 0.60 W/(cm K)
Thermal diffusivity at 650 K: 0.317 cm2/s
First lateral mode, zero of J1': 1.8412 (no unit)
Lateral mode rate, formula: 0.03579 1/s
Lateral mode rate, matrix: 0.03580 1/s
Largest rate with mean feedback, matrix: 0.03580 1/s
Radius above which lateral mode grows: 51.5 mm
Unfiltered lamp, share below 1.2 um: 0.388 (no unit)
Unfiltered lamp, least dlnI/dlnT: 2.176 (no unit)
Above-gap share that removes instability: 0.1237 (no unit)
Without film, least dlnI/dlnT: -3.045 (no unit)
Optically thin limit of dlnI/dlnT: 1.9908 (no unit)
Turning point with 300 K walls: 567 K, 22.23 W/cm2
Gas cooling coefficient tried: 10 W/(m2 K)
Turning point with walls and gas: 556 K, 55.99 W/cm2
Turning point, doubled carrier absorption: 567 K, 14.69 W/cm2
Band-edge wavelength at upper turning point: 1.313 um
Band-edge wavelength in hot state: 1.575 um
Lamp absorptivity in hot state: 0.7000
Bound on through-wafer drop in hot state: 5.61 K
Relative irradiance shift, doubled quadrature: 1.3e-14
```
